\section*{Temperature Drift of a Silicon Flexural Beam: Keeping the Mass Fixed}

\section{The problem}

A silicon cantilever of length $L$, width $b$ and thickness $t$ vibrates in bending, in the direction of its thickness. It is heated slowly and uniformly. Near room temperature its Young modulus $E$ and its length change at the relative rates
\begin{equation}
a_E=\frac1E\frac{dE}{dT}=-63\ \mathrm{ppm/K},\qquad
\alpha=\frac1L\frac{dL}{dT}=2.6\ \mathrm{ppm/K}.
\end{equation}
Find the relative drift of the resonance frequency, $(1/f)\,df/dT$. Then find the shift in hertz when a beam with $L=200\ \mu$m, $b=10\ \mu$m and $t=2\ \mu$m is heated from 25 to 85~$^\circ$C. Use the rough values $E=170$ GPa and $\rho=2300$ kg/m$^3$ at 25~$^\circ$C.

Three conventions matter. The modulus is that along the beam, under the thermal conditions of the vibration, and it is defined with the dimensions the beam has at temperature $T$. Silicon is a cubic crystal, so its thermal expansion is the same in all directions. The clamp is at the beam's temperature and expands with it, so heating produces no stress. The beam is also taken to vibrate in vacuum.

\section{A tempting solution}

The frequency of a thin cantilever, derived below, is
\begin{equation}
f=\frac{\beta^2}{2\pi}\,\frac{t}{L^2}\sqrt{\frac{E}{12\rho}},\qquad \beta=1.8751,
\label{eq:f}
\end{equation}
where $\beta$ is a pure number. Heating changes $t$, $L$ and $E$. The density is a property of silicon, given in the problem as one number, so it is left alone. The logarithm of Eq.~(\ref{eq:f}) is then differentiated:
\begin{equation}
\frac1f\frac{df}{dT}=\alpha-2\alpha+\frac{a_E}{2}
=\frac{a_E}{2}-\alpha=-31.5-2.6=-34.1\ \mathrm{ppm/K}.
\label{eq:wrong}
\end{equation}
The softening lowers the frequency, and the expansion appears to lower it further because the beam gets longer.

\section{Where it fails}

The frequency formula is sound, and so is the differentiation of the factors that were kept. The fault is the constant density. The mass of the beam is
\begin{equation}
M=\rho\,L\,b\,t .
\end{equation}
If $\rho$ is fixed while $L$, $b$ and $t$ each grow at the rate $\alpha$, the mass grows at the rate $3\alpha=7.8$ ppm/K. Over 60~K the beam would gain 468 ppm of its mass, although no material is added. Since $f\propto\rho^{-1/2}$, this false mass lowers the frequency at the rate $\tfrac32\alpha=3.9$ ppm/K, which is the error in Eq.~(\ref{eq:wrong}).

The error also reverses a sign. For a material with $a_E=0$, Eq.~(\ref{eq:wrong}) says that expansion lowers the frequency. The correct calculation gives the opposite.

\section{The right solution}

\subsection{The frequency formula}

Let $x$ run along the beam from the clamp, let $y$ be the height above the middle plane, and let $w(x)$ be the small upward deflection. A fibre at height $y$ has axial strain $-y\,w''$: where the beam curves upward, its upper fibres are shortened. In a slender beam with free side faces the axial stress is $\sigma=-E\,y\,w''$. The part of the beam to the right of a cut exerts on the left part the counterclockwise moment
\begin{equation}
m=-\int y\,\sigma\,dA=E I w'',\qquad
I=b\int_{-t/2}^{t/2}y^2\,dy=\frac{b t^3}{12}.
\end{equation}
Let $V$ be the upward force exerted across the same cut. For a short element, balance of moments gives $dm+V\,dx=0$, so $V=-EIw'''$; the rotary inertia of the element is neglected here. The net upward force on the element is $dV=-EIw''''dx$. It equals the mass $\rho A\,dx$, with $A=bt$, times the acceleration, which is $-(2\pi f)^2w$ in harmonic motion. Hence
\begin{equation}
EI\,w''''=\rho A(2\pi f)^2 w .
\label{eq:beam}
\end{equation}

With $\xi=x/L$ this becomes $d^4w/d\xi^4=\beta^4w$, where
\begin{equation}
\beta^4=\frac{\rho A L^4(2\pi f)^2}{EI}.
\label{eq:beta}
\end{equation}
The general solution combines $\cosh\beta\xi$, $\sinh\beta\xi$, $\cos\beta\xi$ and $\sin\beta\xi$. At the clamp both $w$ and its slope vanish, which leaves
\begin{equation}
w=C(\cosh\beta\xi-\cos\beta\xi)+D(\sinh\beta\xi-\sin\beta\xi).
\end{equation}
At the free end the moment and the force vanish, so the second and third derivatives are zero at $\xi=1$:
\begin{align}
C(\cosh\beta+\cos\beta)+D(\sinh\beta+\sin\beta)&=0,\\
C(\sinh\beta-\sin\beta)+D(\cosh\beta+\cos\beta)&=0.
\end{align}
A nonzero solution requires a vanishing determinant:
\begin{align}
0&=(\cosh\beta+\cos\beta)^2-(\sinh^2\beta-\sin^2\beta)\nonumber\\
&=2+2\cosh\beta\cos\beta .
\end{align}
Thus $\cosh\beta\cos\beta=-1$, whose lowest positive root is $1.8751$. No material property or dimension enters this condition, so $\beta$ does not change on heating. Solving Eq.~(\ref{eq:beta}) for $f$ and using $I/A=t^2/12$ gives Eq.~(\ref{eq:f}). Within beam theory the width has cancelled, because it multiplies stiffness and mass alike.

\subsection{The drift}

The mass is constant, so $\rho=M/(Lbt)$ and
\begin{equation}
\frac1\rho\frac{d\rho}{dT}=-\alpha-\alpha-\alpha=-3\alpha .
\end{equation}
The logarithmic derivative of Eq.~(\ref{eq:f}), with all its factors, is
\begin{align}
\frac1f\frac{df}{dT}
&=\frac1t\frac{dt}{dT}-\frac2L\frac{dL}{dT}
+\frac1{2E}\frac{dE}{dT}-\frac1{2\rho}\frac{d\rho}{dT}\nonumber\\
&=\alpha-2\alpha+\frac{a_E}{2}+\frac{3\alpha}{2}
=\frac{a_E+\alpha}{2}.
\label{eq:drift}
\end{align}
In numbers, in ppm/K,
\begin{equation}
2.6-5.2-31.5+3.9=-30.2 .
\end{equation}
The drift is about $-30$ ppm/K. Softening sets its size, and expansion takes back 1.3 ppm/K.

The four terms were tested by solving Eq.~(\ref{eq:beam}) with finite elements at temperatures 10~K above and below the reference, changing one property at a time. The drifts were $2.60$ for thickness, $-5.20$ for length, $3.90$ for density and $-31.50$ ppm/K for modulus; width gave zero to the printed digits. With all properties changed together the drift was $-30.20$ ppm/K, and with the density held fixed it was $-34.10$ ppm/K.

\subsection{The same result from stiffness and mass}

A route that never uses the density guards against the error. For a given mode, $f^2\propto k/M$, where $k$ is the bending stiffness at the tip. With $M$ fixed, only $k$ matters:
\begin{equation}
k\propto\frac{EI}{L^3}\propto E\,\frac{b t^3}{L^3}.
\end{equation}
The four powers of length in the numerator and the three in the denominator leave one, so $k$ changes at the rate $a_E+\alpha$. The frequency, as the square root, changes at half that rate. Expansion raises the frequency because an enlarged copy of a beam, made of material with the same modulus, is a stiffer spring, while the mass stays the same.

The argument is not special to bending. A stress-free body that expands equally in all directions keeps its shape. If all its elastic constants have the same relative temperature coefficient, dimensional analysis gives $f\propto L^{-1}\sqrt{E/\rho}$ for each elastic mode. With $\rho\propto L^{-3}$ this is $f\propto\sqrt{EL}$, and Eq.~(\ref{eq:drift}) follows again. Silicon meets this condition only roughly: its three elastic constants soften at different rates, and modes governed by $c_{44}$ or by $c_{11}$ drift at about $-29$ and $-35$ ppm/K. For the thin beam, which involves a single modulus, the finite elements gave $-30.20$ ppm/K also for the second cantilever mode, and for the lowest mode of a beam clamped at both ends in a frame that expands with it.

\subsection{Which modulus the coefficient describes}

Suppose instead that the modulus had been defined with the dimensions at the reference temperature, $A_0$ and $L_0$. Call it $E_0^*$. The axial stiffness of the beam is the same whichever definition is used:
\begin{equation}
\frac{E_0^*A_0}{L_0}=\frac{EA}{L}
\quad\Rightarrow\quad
E_0^*=E\,\frac{A}{A_0}\frac{L_0}{L}=E(1+\alpha\,\Delta T),
\end{equation}
since $A$ grows as the square of the length. The coefficient of $E_0^*$ is therefore $a^*=a_E+\alpha$, and the drift is $a^*/2$ with no separate expansion term. If the quoted $-63$ ppm/K were of this kind, the drift would be $-31.5$ ppm/K. The definition thus matters at the level of 1.3 ppm/K, as much as the expansion itself. The thermal convention matters at a similar level. This beam vibrates far more slowly than heat crosses its thickness, so it responds with the isothermal modulus. The adiabatic modulus is larger by $E\alpha^2T/(\rho c_p)\approx200$ ppm, with $c_p\approx700$ J/(kg\,K). Mainly because $\alpha$ rises with temperature, and also through the factor $T$, this gap grows by nearly 2 ppm/K, which is about 1 ppm/K in the drift.

\section{The shift between 25 and 85 $^\circ$C}

The frequency at 25~$^\circ$C follows from Eq.~(\ref{eq:f}):
\begin{align}
\frac{t}{L^2}&=\frac{2\times10^{-6}\ \mathrm m}{(2\times10^{-4}\ \mathrm m)^2}=50\ \mathrm{m^{-1}},\\
\sqrt{\frac{E}{12\rho}}&=\sqrt{\frac{1.7\times10^{11}}{12\times2300}}\ \mathrm{m/s}=2482\ \mathrm{m/s},\\
f_0&=\frac{1.8751^2}{2\pi}\times50\times2482\ \mathrm{Hz}=69.4\ \mathrm{kHz}.
\end{align}
With $\Delta T=60$ K, the local slope gives a relative shift of $-30.2\times60=-1812$ ppm.

To see what the straight line leaves out, let $E$ and $L$ vary linearly from their starting values. Then $f\propto\sqrt{EL}$ gives
\begin{equation}
\frac{f}{f_0}=\sqrt{(1+a_E\Delta T)(1+\alpha\Delta T)} .
\label{eq:finite}
\end{equation}
Using $\sqrt{1+u}\approx1+u/2-u^2/8$ and keeping terms up to $\Delta T^2$,
\begin{align}
\frac{f}{f_0}-1&\approx\frac{a_E+\alpha}{2}\Delta T
+\left[\frac{a_E\alpha}{2}-\frac{(a_E+\alpha)^2}{8}\right]\Delta T^2\nonumber\\
&=\frac{a_E+\alpha}{2}\Delta T-\frac{(a_E-\alpha)^2}{8}\Delta T^2 .
\end{align}
The second term is $-(65.6\times10^{-6}\times60)^2/8=-1.9$ ppm. The total, $-1813.9$ ppm, agrees with the finite elements, and the shift is
\begin{equation}
\Delta f=-1813.9\times10^{-6}\times69.44\ \mathrm{kHz}=-126\ \mathrm{Hz}.
\end{equation}

The coefficients themselves vary with temperature, and this matters more. Write $E=E_0(1+a_E\Delta T+c\,\Delta T^2)$, with the rough size $c=-0.05$ ppm/K$^2$. Because $f\propto\sqrt E$, the extra relative shift is about
\begin{equation}
\tfrac12c\,\Delta T^2=\tfrac12(-0.05)(60)^2=-90\ \mathrm{ppm}.
\end{equation}
Let $\alpha$ also grow at the rough rate $\alpha_1=0.01$ ppm/K$^2$. Integrating it over the heating adds $\tfrac12\alpha_1\Delta T^2$ to the relative length, and $f\propto\sqrt L$ halves this again, to $\tfrac14\alpha_1\Delta T^2=9$ ppm. The shift becomes about $-1895$ ppm, or $-132$ Hz, and the mean slope over the range is $-31.6$ ppm/K. The value $-30$ ppm/K is thus a slope near 25~$^\circ$C, and over this range it misses about 5\% of the shift.

\section{When the result fails}

\subsection{Two clamps and a frame that does not match}

The cantilever is free to lengthen. A beam clamped at both ends is not. Let its frame expand at the rate $\alpha+\delta$. Heating by $\Delta T$ then stretches the beam by the elastic strain $\delta\,\Delta T$ and puts it under the tension $N=EA\,\delta\,\Delta T$. Tension adds a restoring force $Nw''$ per unit length, so with $\omega=2\pi f$
\begin{equation}
EI\,w''''-N\,w''=\rho A\,\omega^2 w .
\label{eq:tension}
\end{equation}
Let $w_0$ and $\omega_0$ be the mode and angular frequency at $N=0$. Multiply Eq.~(\ref{eq:tension}) by $w_0$ and integrate over the beam. Both functions and their slopes vanish at the clamps, so integration by parts leaves no end terms:
\begin{align}
\int w_0\,EIw''''dx&=\int w\,EIw_0''''dx=\rho A\,\omega_0^2\int w\,w_0\,dx,\\
-N\int w_0w''dx&=N\int w_0'w'dx .
\end{align}
Therefore
\begin{equation}
\rho A(\omega^2-\omega_0^2)\int w\,w_0\,dx=N\int w'w_0'\,dx .
\end{equation}
To first order in $N$, $w$ may be replaced by $w_0$. The equation at $N=0$, multiplied by $w_0$ and integrated, gives $\rho A\,\omega_0^2\int w_0^2dx=EI\int w_0''^2dx$. Dividing by this,
\begin{equation}
\frac{\omega^2-\omega_0^2}{\omega_0^2}
=\frac{N L^2}{EI}\,R,\qquad
R=\frac{\int_0^1(dw_0/d\xi)^2d\xi}{\int_0^1(d^2w_0/d\xi^2)^2d\xi}=0.02458,
\end{equation}
where the number belongs to the lowest mode. The relative change of $f$ is half that of $\omega^2$. With $N/(EI)=12\,\delta\,\Delta T/t^2$, the extra drift is
\begin{equation}
6R\left(\frac Lt\right)^2\delta
=6\times0.02458\times100^2\,\delta=1475\,\delta .
\end{equation}

The stretch also alters the beam's dimensions slightly. That changes the drift by only a few times $\delta$, and it is neglected here. In this estimate a mismatch of only $\delta=0.1$ ppm/K adds $147.5$ ppm/K, as finite elements with the same axial force confirm. The drift becomes $-30.2+147.5=+117$ ppm/K: it has changed sign and is about four times as large. Within this linear estimate, the mismatch that cancels the drift is $30.2/1475=0.02$ ppm/K. The factor $(L/t)^2$ is the reason for this sensitivity, since a slender beam resists bending weakly but resists stretching strongly.

A temperature difference acts in the same way, even when beam and frame are both silicon. If the beam is 1~K warmer than its frame, its blocked expansion is a compressive strain of 2.6 ppm, and the frequency falls by about $1475\times2.6\approx3800$ ppm. For a doubly clamped beam of these proportions, uniform heating is therefore as necessary a condition as matched expansion.

\subsection{An oxide film}

Let an oxide of thickness $d$ cover the top and bottom faces, with modulus $E_{\rm ox}$ and modulus coefficient $a_{\rm ox}$. The beam is the cantilever. The film's expansion is taken equal to that of silicon. The real value is smaller, roughly 0.5 ppm/K, but a free end carries no net axial force, and the results below hardly change. The film's bending stiffness relative to that of the silicon is
\begin{equation}
s=\frac{E_{\rm ox}}{E}\,\frac{(t+2d)^3-t^3}{t^3}\approx6\,\frac dt\,\frac{E_{\rm ox}}{E}
\qquad(d\ll t).
\end{equation}
The total stiffness is proportional to $E(1+s)$ and to one power of length, and the total mass is fixed. Since $s$ changes at the relative rate $a_{\rm ox}-a_E$,
\begin{equation}
\frac1f\frac{df}{dT}=\frac12\left[a_E+\alpha+\frac{s}{1+s}(a_{\rm ox}-a_E)\right].
\label{eq:oxide}
\end{equation}
Take $d=2$ nm and the rough values $E_{\rm ox}=70$ GPa and $a_{\rm ox}=+200$ ppm/K; the oxide stiffens on heating. Then $s=6\times0.001\times70/170=0.0025$, and the drift rises by about $\tfrac12\times0.0025\times263\approx0.3$ ppm/K. Such a film is a small correction for the cantilever.

A thick film is not. Setting Eq.~(\ref{eq:oxide}) to zero gives
\begin{equation}
s=-\frac{a_E+\alpha}{a_{\rm ox}+\alpha}=\frac{60.4}{202.6}=0.298 .
\end{equation}
The full expression for $s$ then requires $(1+2d/t)^3=1+0.298\times170/70=1.72$, so $d/t\approx0.10$, or about 0.2~$\mu$m of oxide on each face. In this model such a coating cancels the linear drift at one temperature. Second-order terms in the moduli, such as $c$ above, lie outside Eq.~(\ref{eq:oxide}), and this choice of thickness does not in general cancel them. These results do not carry over to a doubly clamped beam in a silicon frame. There the smaller expansion $\alpha_{\rm ox}$ of the oxide acts as a mismatch $\delta\approx(2dE_{\rm ox}/tE)(\alpha-\alpha_{\rm ox})$. For $L/t=100$ the 2~nm film then adds about 2.5 ppm/K, and the 0.2~$\mu$m film gives a drift near $+200$ ppm/K instead of zero, namely $1475\,\delta$ divided by $1+s$ for the added bending stiffness. This assumes a film free of stress at the starting temperature. A grown oxide is compressed; a built-in stress of 200 to 300 MPa loads this beam to about half to three quarters of its buckling force and raises the drift to roughly $+350$ to $+600$ ppm/K.

\subsection{A beam that is not slender}

Equation~(\ref{eq:beam}) omits shear deformation and rotary inertia. A Timoshenko-beam calculation, which includes both, with a rough shear modulus $G=80$ GPa, lowers $f^2$ by 137 ppm for this cantilever. The frequency itself falls by about 69 ppm, but the drift hardly changes. The rotary part depends on $t/L$, which heating leaves alone. The shear part scales as $(E/G)(t/L)^2$ and drifts only if $E$ and $G$ have different coefficients. Even if $G$ did not soften at all, the drift would change by just 0.003 ppm/K. Two effects at the clamp are larger. The clamp blocks the crosswise curvature of the beam, which raises $f$ by about 0.01\% for a beam along [110] and 0.4\% along [100], and moves the drift by less than 0.1 ppm/K. A silicon support is also not rigid: its rotation lowers $f$ by about 1\% in a plane model, and the shift in hertz falls in proportion, to about $-125$ Hz. The relative drift is unchanged as long as the support softens at the same rate as the beam.

\section{Comparison with real resonators}

The dimensions are those of an ordinary micromachined cantilever, and the modulus is a rough value for silicon along a common beam direction. Uncompensated silicon resonators in vacuum do drift by roughly $-30$ ppm/K, as the model gives. In gas the beam also carries an added fluid mass that changes with temperature. For this cantilever at atmospheric pressure, an estimate of that mass lowers $f$ by about 0.4\% and moves the drift to roughly $-26$ ppm/K in open air and $-35$ ppm/K in a sealed cavity. For a doubly clamped beam, freedom from stress is a demanding assumption: a package or a bonded substrate with a different expansion can strain the beam, and for $L/t=100$ a mismatch of 0.1 ppm/K already outweighs the drift of the material. Heavy doping also changes $a_E$; each 1 ppm/K of change there moves the drift by 0.5 ppm/K. Deliberate oxide layers are used to reduce the drift, in line with the sign found above. The numerical output holds the values for the bare beam, the 2~nm film on the cantilever, the frame mismatch and the shear correction; the other figures are separate estimates.

\section*{Table of computed values}
\begin{verbatim}
modulus coefficient a_E: -63.0 ppm/K
linear expansion alpha: 2.6 ppm/K
length, width, thickness: 200, 10, 2 um
Young modulus (rough): 170 GPa
density (rough): 2300 kg/m^3
shear modulus (rough): 80 GPa
cantilever root beta: 1.8751
frequency at 25 C, formula: 69.440 kHz
frequency at 25 C, elements: 69.440 kHz
drift from length alone: -5.20 ppm/K
drift from width alone: -0.00 ppm/K
drift from thickness alone: 2.60 ppm/K
drift from density alone: 3.90 ppm/K
drift from modulus alone: -31.50 ppm/K
total drift, formula: -30.20 ppm/K
total drift, elements: -30.20 ppm/K
total drift, second mode: -30.20 ppm/K
total drift, both ends clamped: -30.20 ppm/K
drift if density is held fixed: -34.10 ppm/K
heating, 25 to 85 C: 60 K
shift, linear estimate: -1812.0 ppm
shift, elements: -1813.9 ppm
shift, square-root formula: -1813.9 ppm
shift in frequency: -126.0 Hz
E curvature (rough): -0.05 ppm/K^2
extra shift from E curvature: -90.2 ppm
slope of alpha (rough): 0.01 ppm/K^2
extra shift from slope of alpha: 9.0 ppm
oxide thickness per face: 2 nm
oxide modulus (rough): 70 GPa
oxide modulus coefficient (rough): 200 ppm/K
extra drift from oxide: 0.32 ppm/K
shear+rotary drop of f^2, Timoshenko: 137 ppm
shear+rotary drop of f^2, estimate: 137 ppm
extra drift, unsoftened shear: 0.0031 ppm/K
frame mismatch (chosen): 0.1 ppm/K
clamped-beam ratio int w'^2/int w''^2: 0.02458
drift gain per unit mismatch: 1475
extra drift from frame mismatch: 147.5 ppm/K
\end{verbatim}
